# A van der Pauw Relation for Heat Flow in Thin Films: test program

```python
# Thermal van der Pauw relation for a film of sheet thermal conductance K (W/K):
#     exp(-pi K R1) + exp(-pi K R2) = 1
# R1 = (T_D - T_C)/Q with heat Q entering at A and leaving at B,
# R2 = (T_A - T_D)/Q with heat Q entering at B and leaving at C.
# A, B, C, D are small contacts in order on the insulated edge of a film
# without holes. The heat equation is solved numerically without a conformal
# map, first with point contacts, then for a device with leaking support arms.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

pi = np.pi


def film_edge(phi):
    """Edge of the film as a complex number, in units of the mean radius."""
    return np.exp(1j * phi) * (1 + 0.10 * np.cos(2 * phi + 0.5)
                               + 0.05 * np.cos(3 * phi))


def mapped_edge(phi):
    """Edge of a region that is a known conformal image of the unit disc."""
    disc = np.exp(1j * phi)
    return disc + 0.1 * disc**2 + 0.08j * disc**3


def temperature_field(edge, phi_in, phi_out, degree=80, samples=640):
    """Temperature for K = 1, Q = 1: edge logarithms plus a harmonic
    polynomial fitted so that the edge is insulated."""
    phi = (np.arange(samples) + 0.5) * 2 * pi / samples
    z = edge(phi)
    wave = np.fft.fftfreq(samples, 1 / samples)
    tangent = np.fft.ifft(1j * wave * np.fft.fft(z))
    normal = -1j * tangent / abs(tangent)
    a, b = edge(phi_in), edge(phi_out)
    scale = 1.15
    power = np.arange(1, degree + 1)
    slope = (z[:, None] / scale)**(power - 1) / scale * normal[:, None]
    matrix = np.hstack([slope.real, -slope.imag])
    wanted = -((1 / (z - b) - 1 / (z - a)) / pi * normal).real
    solution = np.linalg.lstsq(matrix, wanted, rcond=None)[0]
    assert np.max(abs(matrix @ solution - wanted)) < 1e-4
    coeff = solution[:degree] + 1j * solution[degree:]

    def temperature(point):
        smooth = np.sum(coeff * (point / scale)**power / power).real
        return np.log(abs(point - b) / abs(point - a)) / pi + smooth
    return temperature


def point_resistances(edge, angles):
    pA, pB, pC, pD = angles
    t_ab = temperature_field(edge, pA, pB)
    t_bc = temperature_field(edge, pB, pC)
    return (t_ab(edge(pD)) - t_ab(edge(pC)),
            t_bc(edge(pA)) - t_bc(edge(pD)))


def solve_conductance(r1, r2):
    assert r1 > 0 and r2 > 0
    low = 0.9 * np.log(2) / (pi * max(r1, r2))
    high = 1.1 * np.log(2) / (pi * min(r1, r2))
    return brentq(lambda K: np.exp(-pi * K * r1) + np.exp(-pi * K * r2) - 1,
                  low, high, xtol=1e-22, rtol=1e-13)


# Relation for many contact sets on the irregular film
rng = np.random.default_rng(4)
worst = 0.0
for trial in range(8):
    gaps = 0.4 + (2 * pi - 1.6) * rng.dirichlet(np.ones(4))
    r1, r2 = point_resistances(film_edge, rng.uniform(0, 6) + np.cumsum(gaps))
    worst = max(worst, abs(np.exp(-pi * r1) + np.exp(-pi * r2) - 1))
assert worst < 1e-6

# Cross-ratio formula on a region whose map to the disc is known
angles = np.array([0.3, 1.4, 2.9, 4.8])
r1, r2 = point_resistances(mapped_edge, angles)
a, b, c, d = np.exp(1j * angles)
cross1 = abs((d - a) * (c - b) / ((c - a) * (d - b)))
cross2 = abs((b - a) * (d - c) / ((c - a) * (d - b)))
cross_error = max(abs(np.exp(-pi * r1) - cross1),
                  abs(np.exp(-pi * r2) - cross2))
assert cross_error < 1e-6

# Worked example: rough values for a suspended silicon-nitride island
radius = 20e-6            # mean radius, m
thickness = 100e-9        # m
k_film = 3.0              # W/(m K)
T0 = 300.0                # K
K = k_film * thickness    # sheet conductance, W/K
n_phi, n_r = 320, 60
contact_index = np.array([16, 84, 150, 250])
contact_phi = contact_index * 2 * pi / n_phi
unit1, unit2 = point_resistances(film_edge, contact_phi)
R1, R2 = unit1 / K, unit2 / K
K_ideal = solve_conductance(R1, R2)
assert abs(K_ideal / K - 1) < 1e-6

# Reciprocity, and contact A displaced from the edge into the film
pA, pB, pC, pD = contact_phi
zA, zB, zC, zD = film_edge(contact_phi)
t_cd = temperature_field(film_edge, pC, pD)
t_bc = temperature_field(film_edge, pB, pC)
assert abs(t_cd(zB) - t_cd(zA) - unit1) < 1e-6
excess, inset_error = [], []
insets = [0.5e-6, 1.0e-6]
for inset in insets:
    inside = zA * (1 - inset / radius / abs(zA))
    r1, r2 = t_cd(zB) - t_cd(inside), t_bc(inside) - t_bc(zD)
    excess.append(np.exp(-pi * r1) + np.exp(-pi * r2) - 1)
    inset_error.append(solve_conductance(r1, r2) - 1)
assert min(excess) > 0 and min(inset_error) > 0
assert 3.5 < excess[1] / excess[0] < 4.5

# Finite-element mesh of the film
phi_grid = np.arange(n_phi) * 2 * pi / n_phi
rings = np.arange(1, n_r + 1)[:, None] / n_r * film_edge(phi_grid)
nodes = radius * np.concatenate([[0], rings.ravel()])
j = np.arange(n_phi)
j_next = (j + 1) % n_phi
triangles = [np.column_stack([0 * j, 1 + j, 1 + j_next])]
for ring in range(n_r - 1):
    inner, outer = 1 + ring * n_phi, 1 + (ring + 1) * n_phi
    triangles.append(np.column_stack([inner + j, outer + j, outer + j_next]))
    triangles.append(np.column_stack([inner + j, outer + j_next,
                                      inner + j_next]))
triangles = np.vstack(triangles)
x, y = nodes.real[triangles], nodes.imag[triangles]
bx = np.roll(y, -1, 1) - np.roll(y, -2, 1)
by = np.roll(x, -2, 1) - np.roll(x, -1, 1)
area = 0.5 * ((x[:, 1] - x[:, 0]) * (y[:, 2] - y[:, 0])
              - (x[:, 2] - x[:, 0]) * (y[:, 1] - y[:, 0]))
assert area.min() > 0
film_area = area.sum()

# Arms: nitride 2 um wide plus 30 nm x 1.2 um of metal with k = 30 W/(m K)
arm_length = np.array([80e-6, 100e-6, 120e-6, 150e-6])
arm_G = (k_film * 2e-6 * thickness + 30.0 * 1.2e-6 * 30e-9) / arm_length
series_R = np.array([3e5, 5e5, 4e5, 6e5])   # thermometer to film edge, K/W


def response_matrix(Kx, Ky, half_width, loss):
    """Thermometer rises (K) per watt at each heater; loss in W/(m2 K)."""
    dof = np.full(len(nodes), -1)
    first_edge = 1 + (n_r - 1) * n_phi
    for port, index in enumerate(contact_index):
        span = index + np.arange(-half_width, half_width + 1)
        dof[first_edge + span % n_phi] = port
    free = dof < 0
    dof[free] = 4 + np.arange(free.sum())
    film_size = 4 + free.sum()
    local = (Kx * bx[:, :, None] * bx[:, None, :]
             + Ky * by[:, :, None] * by[:, None, :]) / (4 * area[:, None, None])
    local = local + loss * area[:, None, None] / 3 * np.eye(3)
    t = dof[triangles]
    row = np.broadcast_to(t[:, :, None], local.shape).ravel()
    col = np.broadcast_to(t[:, None, :], local.shape).ravel()
    port = np.arange(4)
    meter = film_size + port
    link = 1 / series_R
    row = np.concatenate([row, port, meter, port, meter])
    col = np.concatenate([col, port, meter, meter, port])
    val = np.concatenate([local.ravel(), link, link + arm_G, -link, -link])
    size = film_size + 4
    system = coo_matrix((val, (row, col)), shape=(size, size)).tocsc()
    power = np.zeros((size, 4))
    power[meter, port] = 1.0
    return splu(system).solve(power)[meter]


def four_terminal(Z):
    return (Z[3, 0] - Z[3, 1] - Z[2, 0] + Z[2, 1],
            Z[0, 1] - Z[0, 2] - Z[3, 1] + Z[3, 2])


def remove_arms(S):
    """Take the arm conductances from the row sums of the inverse."""
    inverse = np.linalg.inv(S)
    leak = inverse.sum(axis=1)
    return np.linalg.pinv(inverse - np.diag(leak), rcond=1e-8), leak


S = response_matrix(K, K, 2, 0.0)
Z_film, leak = remove_arms(S)
assert np.allclose(leak, arm_G, rtol=1e-5)
R1_dev, R2_dev = four_terminal(Z_film)
assert abs(R1_dev / R1 - 1) < 0.01 and abs(R2_dev / R2 - 1) < 0.01
K_dev = solve_conductance(R1_dev, R2_dev)
R1_raw, R2_raw = four_terminal(S)
K_raw = solve_conductance(R1_raw, R2_raw)
assert abs(K_dev / K - 1) < 5e-3
assert abs(K_raw / K - 1) > 5 * abs(K_dev / K - 1)

# Anisotropic film: the relation returns the geometric mean
Kx, Ky = 2.0 * K, 0.5 * K
K_aniso = solve_conductance(*four_terminal(
    remove_arms(response_matrix(Kx, Ky, 2, 0.0))[0]))
assert abs(K_aniso / np.sqrt(Kx * Ky) - 1) < 0.01

# Wider contacts
K_wide = solve_conductance(*four_terminal(
    remove_arms(response_matrix(K, K, 8, 0.0))[0]))
assert abs(K_wide / K - 1) > abs(K_dev / K - 1)


def mean_width(half_width):
    widths = []
    for index in contact_index:
        span = (index + np.arange(-half_width, half_width + 1)) % n_phi
        widths.append(np.sum(abs(np.diff(radius * film_edge(phi_grid[span])))))
    return np.mean(widths)


# Radiation from both faces; shifts are relative to the loss-free device
black_loss = 8 * const.sigma * T0**3
emissivity = 0.2
shift_rows, shift_known = [], []
for eps in (1.0, emissivity):
    S_rad = response_matrix(K, K, 2, eps * black_loss)
    K_rows = solve_conductance(*four_terminal(remove_arms(S_rad)[0]))
    Z_known = np.linalg.inv(np.linalg.inv(S_rad) - np.diag(arm_G))
    K_known = solve_conductance(*four_terminal(Z_known))
    shift_rows.append(K_rows / K_dev - 1)
    shift_known.append(K_known / K_dev - 1)
assert abs(shift_rows[0]) < 0.1
assert abs(shift_known[0]) < abs(shift_rows[0])
assert 4.0 < shift_rows[0] / shift_rows[1] < 6.0

# Residual nitrogen, free-molecular, full accommodation, both faces
pressure_torr = 1e-5
gas_loss = 2 * 3 * pressure_torr * const.torr * np.sqrt(
    const.k / (2 * pi * 28.0 * const.atomic_mass * T0))
# Drift of k ~ T^0.3 and gray mean free path 3k/(C v), rough inputs
heater_power = 0.3e-6
hottest = heater_power * S.diagonal().max()
k_drift = 0.3 * hottest / T0
heat_capacity, sound_speed = 2e6, 7e3
free_path = 3 * k_film / (heat_capacity * sound_speed)

print(f"largest |sum - 1|, 8 point-contact sets: {worst:.1e}")
print(f"largest cross-ratio error, mapped region: {cross_error:.1e}")
print(f"mean radius: {radius*1e6:.1f} um; thickness: {thickness*1e9:.0f} nm")
print(f"film area: {film_area*1e12:.0f} um2; temperature: {T0:.0f} K")
print(f"input k: {k_film:.2f} W/(m K); input K: {K*1e9:.2f} nW/K")
print("contact angles A B C D (deg):", np.round(np.degrees(contact_phi), 2))
print(f"ideal R1: {R1*1e-6:.5f} K/uW; ideal R2: {R2*1e-6:.5f} K/uW")
print(f"exp(-pi K R1): {np.exp(-pi*K*R1):.5f}")
print(f"exp(-pi K R2): {np.exp(-pi*K*R2):.5f}")
print(f"bracket ln2/(pi R1): {np.log(2)/(pi*R1)*1e9:.2f} nW/K")
print(f"bracket ln2/(pi R2): {np.log(2)/(pi*R2)*1e9:.2f} nW/K")
print(f"K solved from ideal R1, R2: {K_ideal*1e9:.3f} nW/K")
for inset, extra, err in zip(insets, excess, inset_error):
    print(f"A inset {inset*1e6:.1f} um: sum - 1 = {extra:.3e}, "
          f"K error {100*err:+.4f} %")
print("arm lengths A B C D (um):", np.round(arm_length * 1e6, 1))
print("arm conductances, input (nW/K):", np.round(arm_G * 1e9, 3))
print("arm conductances, row sums (nW/K):", np.round(leak * 1e9, 3))
print("series resistances (K/uW):", np.round(series_R * 1e-6, 3))
print("response matrix S (K/uW), rows: thermometers, columns: heaters")
for line in S * 1e-6:
    print("  ", " ".join(f"{value:9.5f}" for value in line))
print(f"arms ignored: R1 {R1_raw*1e-6:.5f}, R2 {R2_raw*1e-6:.5f} K/uW")
print(f"arms ignored: K {K_raw*1e9:.2f} nW/K, error {100*(K_raw/K-1):+.2f} %")
print(f"arms removed: R1 {R1_dev*1e-6:.5f}, R2 {R2_dev*1e-6:.5f} K/uW")
print(f"arms removed: K {K_dev*1e9:.2f} nW/K, error {100*(K_dev/K-1):+.3f} %")
print(f"arms removed: k = K/t = {K_dev/thickness:.3f} W/(m K)")
print(f"contact width {mean_width(2)*1e6:.2f} um: error "
      f"{100*(K_dev/K-1):+.3f} %")
print(f"contact width {mean_width(8)*1e6:.2f} um: error "
      f"{100*(K_wide/K-1):+.3f} %")
print(f"anisotropic Kx, Ky: {Kx*1e9:.0f}, {Ky*1e9:.0f} nW/K; "
      f"K found: {K_aniso*1e9:.2f} nW/K")
print(f"black-face loss, both faces: {black_loss:.2f} W/(m2 K)")
print(f"black-face loss of whole film: {black_loss*film_area*1e9:.2f} nW/K")
print(f"loss parameter g a^2/K, black: {black_loss*radius**2/K:.4f}")
for eps, rows, known in zip((1.0, emissivity), shift_rows, shift_known):
    print(f"emissivity {eps:.1f}: K shift {100*rows:+.3f} % (arms from row "
          f"sums), {100*known:+.3f} % (arms known)")
print(f"gas loss at {pressure_torr:.0e} Torr, both faces: "
      f"{gas_loss:.2e} W/(m2 K)")
print(f"gas loss / black-face loss: {gas_loss/black_loss:.1e}")
print(f"heater power: {heater_power*1e6:.2f} uW; hottest thermometer rise: "
      f"{hottest:.2f} K")
print(f"change of k over that rise, k ~ T^0.3: {100*k_drift:.2f} %")
print(f"gray mean free path: {free_path*1e9:.2f} nm (C = "
      f"{heat_capacity:.0e} J/(m3 K), v = {sound_speed:.0f} m/s)")
print("verified")
```

Output:

```
largest |sum - 1|, 8 point-contact sets: 1.6e-12
largest cross-ratio error, mapped region: 1.8e-11
mean radius: 20.0 um; thickness: 100 nm
film area: 1264 um2; temperature: 300 K
input k: 3.00 W/(m K); input K: 300.00 nW/K
contact angles A B C D (deg): [ 18.    94.5  168.75 281.25]
ideal R1: 1.01725 K/uW; ideal R2: 0.51301 K/uW
exp(-pi K R1): 0.38338
exp(-pi K R2): 0.61662
bracket ln2/(pi R1): 216.90 nW/K
bracket ln2/(pi R2): 430.08 nW/K
K solved from ideal R1, R2: 300.000 nW/K
A inset 0.5 um: sum - 1 = 4.017e-05, K error +0.0060 %
A inset 1.0 um: sum - 1 = 1.674e-04, K error +0.0251 %
arm lengths A B C D (um): [ 80. 100. 120. 150.]
arm conductances, input (nW/K): [21.  16.8 14.  11.2]
arm conductances, row sums (nW/K): [21.  16.8 14.  11.2]
series resistances (K/uW): [0.3 0.5 0.4 0.6]
response matrix S (K/uW), rows: thermometers, columns: heaters
    18.60223  14.40346  14.32562  14.89432
    14.40346  19.04593  15.11726  14.81377
    14.32562  15.11726  19.64944  15.18748
    14.89432  14.81377  15.18748  20.15386
arms ignored: R1 0.87219, R2 0.45155 K/uW
arms ignored: K 345.80 nW/K, error +15.27 %
arms removed: R1 1.01577, R2 0.51286 K/uW
arms removed: K 300.28 nW/K, error +0.093 %
arms removed: k = K/t = 3.003 W/(m K)
contact width 1.59 um: error +0.093 %
contact width 6.37 um: error +1.161 %
anisotropic Kx, Ky: 600, 150 nW/K; K found: 300.80 nW/K
black-face loss, both faces: 12.25 W/(m2 K)
black-face loss of whole film: 15.49 nW/K
loss parameter g a^2/K, black: 0.0163
emissivity 1.0: K shift -2.788 % (arms from row sums), +0.869 % (arms known)
emissivity 0.2: K shift -0.567 % (arms from row sums), +0.173 % (arms known)
gas loss at 1e-05 Torr, both faces: 3.17e-03 W/(m2 K)
gas loss / black-face loss: 2.6e-04
heater power: 0.30 uW; hottest thermometer rise: 6.05 K
change of k over that rise, k ~ T^0.3: 0.60 %
gray mean free path: 0.64 nm (C = 2e+06 J/(m3 K), v = 7000 m/s)
verified
```
